**Completeness of the radial Coulomb functions by contour integration of the resolvent**

For H = −½d²/dr² + l(l+1)/(2r²) − Z/r in Hartree units, with κ = √(−2E) and ν = Z/κ, the resolvent kernel is an entire function of E plus D·A·h·φ(r)φ(r′), where φ ~ r^(l+1), h = ψ(1−ν) − ln ν + 1/(2ν), A = Π(1 + 2Ej²/Z²) and D = 2(2Z)^(2l+1)/[(2l+1)!]². The poles carry weight DAZ²/n³, the cut carries ρ = DA/(1 − e^(−2πZ/k)), and together they are complete because the circles |ν| = N + ½ round the accumulation point contribute O(N⁻²) while the large circle |E| = R, weighted by 1 − E²/R², returns ‖f‖² + O(1/R). For l = 0, 1, 2 the program asserts this structure by comparing Frobenius series with Whittaker and Coulomb functions, tests normalisations and overlaps by direct integration of the equation and by Laguerre quadrature, and tests off-diagonal completeness. For f = r·e^(−2r), Z = 1, it integrates a Sturmian-series S(E) = ⟨f|G|f⟩, itself compared with a finite-difference resolvent, round small and large circles, and asserts the contour identities, the bounds on h and S, two energy moments and the reconstruction at r = 1. The output shows bound and continuum probabilities 0.76648074 and 0.23351926, and a threshold density of 0.270671 per hartree. The small circle falls from 8.91×10⁻³ at N = 5 to 6.44×10⁻⁴ at N = 20. For u = e^(−2r) the parts are 0.22665446 and 0.77334554.

## Verification by program

```python
# Completeness of radial Coulomb functions (Hartree units), H=-u''/2+l(l+1)u/(2r^2)-Zu/r.
# kappa=sqrt(-2E), nu=Z/kappa; phi~r^(l+1) and chi~r^(-l) are solutions entire in E.
# Claim: G=(E-H)^-1 = entire + D A h phi phi, h=psi(1-nu)-ln nu+1/(2nu),
# A=prod_j(1+2E j^2/Z^2), D=2(2Z)^(2l+1)/((2l+1)!)^2. Poles weigh D A Z^2/n^3, the cut
# rho=D A/(1-exp(-2 pi Z/k)); the circle |nu|=N+1/2 gives O(N^-2), the circle |E|=R
# with factor 1-E^2/R^2 gives <f|f>+O(1/R). Example f=r exp(-beta r), S(E)=<f|G|f>.
import numpy as np, mpmath as mp
from scipy.linalg import solve_banded
from scipy.integrate import solve_ivp, quad
from scipy.special import psi, eval_genlaguerre
from scipy.constants import physical_constants
mp.mp.dps = 30
fac = mp.factorial
def DA(l, Z, E):
    return 2*(2*Z)**(2*l+1)/fac(2*l+1)**2*mp.fprod([1+2*E*j*j/Z**2 for j in range(1, l+1)])
def rho(l, Z, k): return DA(l, Z, k*k/2)/(-mp.expm1(-2*mp.pi*Z/k))
def pole(l, Z, n): return DA(l, Z, -Z**2/(2*mp.mpf(n)**2))*Z**2/mp.mpf(n)**3
def hfun(nu): return mp.digamma(1-nu)-mp.log(nu)+1/(2*nu)
def frob(l, Z, E, r, K=90):
    a = [mp.mpf(1)]; b = [mp.mpf(1)]; c = 0
    for k in range(1, K):
        a.append((-2*Z*a[k-1]-(2*E*a[k-2] if k > 1 else 0))/(k*(k+2*l+1)))
        rhs = -2*Z*b[k-1]-(2*E*b[k-2] if k > 1 else 0); j = k-2*l-1
        if j == 0: c = rhs/(2*l+1); b.append(mp.mpf(0))
        else: b.append((rhs-(c*a[j]*(2*j+2*l+1) if j > 0 else 0))/(k*j))
    r = mp.mpf(r)
    p = sum(a[k]*r**(k+l+1) for k in range(K)); dp = sum((k+l+1)*a[k]*r**(k+l) for k in range(K))
    x = c*p*mp.log(r)+sum(b[k]*r**(k-l) for k in range(K))
    dx = c*(dp*mp.log(r)+p/r)+sum((k-l)*b[k]*r**(k-l-1) for k in range(K))
    return p, dp, x, dx, c
def phi(l, Z, ka, r): return r**(l+1)*mp.exp(-ka*r)*mp.hyp1f1(l+1-Z/ka, 2*l+2, 2*ka*r)
def wdec(l, Z, ka, r):
    return (2*ka)**l*mp.gamma(l+1-Z/ka)*mp.whitw(Z/ka, l+mp.mpf(1)/2, 2*ka*r)/fac(2*l)
def green(l, Z, ka, r1, r2): return -2*phi(l, Z, ka, r1)*wdec(l, Z, ka, r2)/(2*l+1)
def remainder(l, Z, ka, r):
    E = -ka*ka/2; p, _, x, _, _ = frob(l, Z, E, r)
    return -2*(wdec(l, Z, ka, r)-x)/p/(2*l+1)-DA(l, Z, E)*hfun(Z/ka)

# structure of G: Wronskian, log coefficient, polynomial remainder, cut density
Zs = mp.mpf('1.3')
for l in range(3):
    E = mp.mpc(0.4, 0.7); p, dp, x, dx, c = frob(l, Zs, E, 1.1)
    assert abs(p*dx-dp*x+2*l+1) < 1e-18 and abs(c+DA(l, Zs, E)*(2*l+1)/2) < 1e-18
    assert abs(p-phi(l, Zs, mp.sqrt(-2*E), mp.mpf(1.1))) < 1e-18
    nodes = [mp.mpf(v) for v in ('-0.3', '-0.9', '-1.7')[:l+1]]
    vals = [remainder(l, Zs, mp.sqrt(-2*e), 0.9) for e in nodes]
    assert max(abs(mp.im(v)) for v in vals) < 1e-15
    for ka in (mp.mpc(0.5, -0.9), mp.mpc(0, -1.4), Zs/10.5*mp.expj(0.05), Zs/10.5*mp.expj(1.5)):
        E = -ka*ka/2
        q = sum(v*mp.fprod([(E-o)/(e-o) for o in nodes if o != e]) for e, v in zip(nodes, vals))
        assert abs(remainder(l, Zs, ka, 1.6)-q) < 1e-13
    if l == 0: assert abs(vals[0]-4*Zs*(mp.log(2*Zs)+2*mp.euler-1)) < 1e-15
    k = mp.mpf('0.8'); g = green(l, Zs, mp.mpc(0, -k), mp.mpf(1), mp.mpf(2))
    ff = 2/(mp.pi*k)*mp.coulombf(l, -Zs/k, k)*mp.coulombf(l, -Zs/k, 2*k)
    pp = frob(l, Zs, k*k/2, 1)[0]*frob(l, Zs, k*k/2, 2)[0]
    assert abs(-g.imag/mp.pi-ff) < 1e-13 and abs(rho(l, Zs, k)*pp-ff) < 1e-13
mp.mp.dps = 20

def amp(l, Z, b, E, extra=1):   # integral of r^(l+extra) exp(-b r) phi
    if E < 0: ka = mp.sqrt(-2*E); y = mp.re(mp.power((b-ka)/(b+ka), Z/ka))
    else: k = mp.sqrt(2*E); y = mp.exp(-2*Z/k*mp.atan(k/b))
    base = fac(2*l+1)*y/(b*b+2*E)**(l+1)
    return base*(2*(l+1)*b-2*Z)/(b*b+2*E) if extra else base
# unit-amplitude normalisation and overlaps from direct ODE integration
for l, k in ((0, 1.0), (1, 1.0), (2, 1.5)):
    Z, b, r0, r1 = 1.3, 2.0, 1e-4, 1000.0
    p, dp = [float(v) for v in frob(l, Z, k*k/2, r0, 12)[:2]]
    p2 = lambda r: k*k+2*Z/r-l*(l+1)/r**2
    rhs = lambda r, y: [y[1], -p2(r)*y[0], r**l*np.exp(-b*r)*y[0], r**(l+1)*np.exp(-b*r)*y[0]]
    y = solve_ivp(rhs, (r0, r1), [p, dp, r0**(2*l+2)/(2*l+2), 0], method='DOP853',
                  rtol=1e-10, atol=1e-22).y[:, -1]
    pw = np.sqrt(p2(r1)); B2 = (pw*y[0]**2+y[1]**2/pw)/k   # WKB invariant, error ~Z/(k^3 r^2)
    assert abs(2/(np.pi*k*B2)/rho(l, Z, k)-1) < 1e-5
    assert abs(y[2]/amp(l, Z, b, k*k/2, 0)-1) < 1e-7 and abs(y[3]/amp(l, Z, b, k*k/2)-1) < 1e-7
    for n in (l+1, l+3):
        u = lambda r: r**(l+1)*np.exp(-Z*r/n)*eval_genlaguerre(n-l-1, 2*l+1, 2*Z*r/n)
        nrm = quad(lambda r: u(r)**2, 0, 150, limit=300, epsabs=0, epsrel=1e-11)[0]
        ov = quad(lambda r: u(r)*r**(l+1)*np.exp(-b*r), 0, 40, epsabs=0, epsrel=1e-11)[0]
        assert abs(eval_genlaguerre(n-l-1, 2*l+1, 0.0)**2/nrm/pole(l, Z, n)-1) < 1e-8
        assert abs(ov**2/nrm/(pole(l, Z, n)*amp(l, Z, b, -Z*Z/(2*n*n))**2)-1) < 1e-8

def bsum(l, Z, g, N=mp.inf):
    term = lambda n: pole(l, Z, n)*g(-Z**2/(2*mp.mpf(n)**2))
    return mp.nsum(term, [l+1, N]) if N == mp.inf else sum(term(n) for n in range(l+1, N+1))
def cint(l, Z, g, k0=0, k1=mp.inf):
    pts = [k0]+[v for v in (0.5, 2, 8) if k0 < v < k1]+[k1]
    return mp.quad(lambda k: rho(l, Z, k)*g(k*k/2)*k, pts)
for l in range(3):   # off-diagonal completeness
    g = lambda E: amp(l, Zs, 2, E)*amp(l, Zs, mp.mpf('0.7'), E)
    ex = mp.quad(lambda r: r**(2*l+2)*mp.exp(-mp.mpf('2.7')*r), [0, 5, mp.inf])
    assert abs((bsum(l, Zs, g)+cint(l, Zs, g))/ex-1) < 1e-9

Z, beta = 1, 2
sx, sw = np.polynomial.legendre.leggauss(300); sx = (sx+1)/2; sw = sw/2
def S_sturm(ka):   # summed Coulomb-Sturmian series for <f|G|f>
    ka = np.atleast_1d(ka).astype(complex); nu = Z/ka; x = ((beta-ka)/(beta+ka))**2
    M = int(abs(nu).max())+13
    L = sum(x**n/(n-nu) for n in range(1, M+1))
    L = L+x**(M+1)*((sx**(M-nu[:, None])/(1-x[:, None]*sx))@sw)
    c1 = ka*ka*nu-2*beta*ka; c0 = beta**2+nu*c1
    tot = ka*ka*x*(1+x)/(1-x)**3+c1*x/(1-x)**2+c0*x/(1-x)+nu*(beta-Z)**2*L
    return -16*ka*tot/(beta**2-ka*ka)**4
P2 = lambda E: amp(0, Z, beta, E)**2
# finite-difference resolvent, error O(dr^2)
dr = 1e-3; r = dr*np.arange(1, 60000)
for E in (-0.3+0.2j, 0.5+0.5j):
    ka = np.sqrt(-2*E)
    for l in (0, 1):
        ab = np.full((3, r.size), 0.5/dr**2, complex); ab[1] = E-1/dr**2-l*(l+1)/(2*r*r)+Z/r
        src = np.zeros(r.size, complex); src[1999] = 1/dr
        col = solve_banded((1, 1), ab, src)
        assert abs(col[999]/complex(green(l, Z, mp.mpc(ka), mp.mpf(1), mp.mpf(2)))-1) < 1e-4
        if l == 0:
            f = r*np.exp(-beta*r); Sfd = dr*f@solve_banded((1, 1), ab, f.astype(complex))
            assert abs(S_sturm(ka)[0]/Sfd-1) < 1e-4
    gE = lambda e: P2(e)/(E-e)
    assert abs(complex(bsum(0, Z, gE)+cint(0, Z, gE))/S_sturm(ka)[0]-1) < 1e-8

norm = mp.quad(lambda r: r*r*mp.exp(-2*beta*r), [0, 3, mp.inf])
fm = lambda r: r*mp.exp(-beta*r); Hf = lambda r: -mp.diff(fm, r, 2)/2-Z*mp.exp(-beta*r)
H1 = mp.quad(lambda r: fm(r)*Hf(r), [0, 3, 20])/norm; H2 = mp.quad(lambda r: Hf(r)**2, [0, 3, 20])/norm
print(f"Z = {Z}, l = 0, beta = {beta} 1/bohr, <f|f> = {float(norm):.6f} bohr^3")
for n in range(1, 6):
    En = -mp.mpf(Z*Z)/(2*n*n)
    print(f"n={n}: E = {float(En):.6f} Eh, weight = {float(pole(0,Z,n)):.6f} bohr^-3, "
          f"<phi|f> = {float(amp(0,Z,beta,En)):.6f} bohr^3, p = {float(pole(0,Z,n)*P2(En)/norm):.6f}")
Pb = bsum(0, Z, P2)/norm; Pc = cint(0, Z, P2)/norm
assert abs(Pb+Pc-1) < 1e-10
print(f"bound total = {float(Pb):.8f}, continuum = {float(Pc):.8f}, sum = {float(Pb+Pc):.10f}")
e1b = bsum(0, Z, lambda E: E*P2(E))/norm; e1c = cint(0, Z, lambda E: E*P2(E))/norm
e2 = (bsum(0, Z, lambda E: E*E*P2(E))+cint(0, Z, lambda E: E*E*P2(E)))/norm
assert abs(e1b+e1c-H1) < 1e-8 and abs(e2-H2) < 1e-7
print(f"<H> bound = {float(e1b):.6f} Eh, continuum = {float(e1c):.6f} Eh, |direct| = {abs(float(H1)):.6f} Eh")
print(f"<H^2> spectral = {float(e2):.6f} Eh^2, direct = {float(H2):.6f} Eh^2")
eV = physical_constants['Hartree energy in eV'][0]
print(f"mean continuum energy = {float(e1c/Pc):.5f} Eh = {float(e1c/Pc)*eV:.3f} eV")
k0 = mp.mpf('1e-6'); d0 = float(rho(0, Z, k0)*P2(k0*k0/2)/norm)
dn = float(200**3*pole(0, Z, 200)*P2(-mp.mpf(Z*Z)/80000)/norm/Z**2)
assert abs(dn/d0-1) < 1e-4
print(f"threshold density = {d0:.6f} 1/Eh, n^3 p_n/Z^2 at n=200 = {dn:.6f} 1/Eh")

tx, tw = np.polynomial.legendre.leggauss(200); th = np.pi*(tx+1)/2; tw = np.pi*tw/2
def circle(rad, R=np.inf, fun=S_sturm):   # (1/2 pi i) * closed integral / <f|f>
    E = rad*np.exp(1j*th); ka = np.sqrt(2*rad)*np.exp(1j*(th-np.pi)/2); v = fun(ka)
    return (tw@(v*E*(1-(E/R)**2))).real/np.pi/float(norm), E, ka, v
hn = lambda nu: psi(1-nu)-np.log(nu)+0.5/nu
Pn = lambda ka: 2*(beta-Z)*((beta-ka)/(beta+ka))**(Z/ka)/(beta**2-ka*ka)**2
cth = 1/np.tanh(np.pi/2); print(f"coth(pi/2) = {cth:.6f}")
for N in (1, 5, 10, 20):
    eps = Z*Z/(2*(N+.5)**2); small, E, ka, v = circle(eps); nu = Z/ka
    tail = float(Pb-bsum(0, Z, P2, N)/norm); low = float(cint(0, Z, P2, 0, mp.sqrt(2*eps))/norm)
    hb = np.pi*cth+0.5/(N+.5); bound = eps*4*Z*hb*abs(Pn(ka)).max()**2/float(norm)
    assert abs(small-tail-low) < 1e-9 and small < bound
    assert abs(small-circle(eps, fun=lambda q: 4*Z*hn(Z/q)*Pn(q)**2)[0]) < 1e-9
    assert abs(1/np.tan(np.pi*nu)).max() <= cth and abs(hn(nu)).max() <= hb
    assert abs(psi(nu)-np.log(nu)+0.5/nu).max() <= 0.5/(N+.5)
    assert np.all(abs(v) <= float(norm)/abs(E.imag))
    print(f"N={N}: eps = {eps:.6e} Eh, small circle = {small:.6e}, tail n>N = {tail:.6e}")
    print(f"   cut below eps = {low:.6e}, 2 eps d0 = {2*eps*d0:.6e}, bound = {bound:.4e}, "
          f"max|h| = {abs(hn(nu)).max():.4f}")
assert abs(small/(2*eps*d0)-1) < 1e-3
hbad = abs(hn(20.01+0j)); assert abs(hbad*0.01-1) < 1e-2
print(f"|h| at nu = 20.01 : {hbad:.3f}")
N = 10; eps = Z*Z/(2*(N+.5)**2)
for R in (20.0, 80.0):
    big, E, ka, v = circle(R, R); gw = lambda e: P2(e)*(1-e*e/R**2)/norm
    res = float(bsum(0, Z, gw, N)); cut = float(cint(0, Z, gw, mp.sqrt(2*eps), mp.sqrt(2*R)))
    sm = circle(eps, R)[0]; bd = 2*float(mp.sqrt(H2))/R
    assert abs(big-res-cut-sm) < 1e-9 and abs(big-1) < bd
    assert np.all(abs(v) <= float(norm)/abs(E.imag))
    print(f"R={R:.0f} Eh, N={N}: big = {big:.8f}, poles = {res:.8f}, cut = {cut:.8f}")
    print(f"   small = {sm:.8f}, 1-big = {1-big:.3e}, bound = {bd:.3e}")

# pointwise reconstruction at r=1; oscillating k^-3 tail cut at k=60 (error below 1e-5)
r1 = mp.mpf(1); gx, gwt = np.polynomial.legendre.leggauss(14)
fb = bsum(0, Z, lambda E: amp(0, Z, beta, E)*phi(0, Z, mp.sqrt(-2*E), r1))
edges = [0, .25, .5, 1]+list(range(2, 61, 2)); fc = 0
for a, b in zip(edges[:-1], edges[1:]):
    for xx, ww in zip(gx, gwt):
        k = mp.mpf((a+b)/2+(b-a)/2*xx)
        fc += ww*(b-a)/2*k*rho(0, Z, k)*amp(0, Z, beta, k*k/2)*mp.re(phi(0, Z, mp.mpc(0, -k), r1))
assert abs(fb+fc-fm(r1)) < 2e-5
print(f"f(1): bound = {float(fb):.5f}, continuum = {float(fc):.5f}, "
      f"sum = {float(fb+fc):.5f}, exact = {float(fm(r1)):.5f} bohr")
# u = exp(-beta r) itself, which does not vanish at r=0
n0 = mp.quad(lambda r: mp.exp(-2*beta*r), [0, mp.inf]); L2 = lambda E: amp(0, Z, beta, E, 0)**2/n0
qb, qc = bsum(0, Z, L2), cint(0, Z, L2)
assert abs(qb+qc-1) < 1e-9
print(f"u=exp(-2r): norm = {float(n0):.4f} bohr, p1 = {float(pole(0,Z,1)*L2(mp.mpf(-0.5))):.6f}")
print(f"   bound = {float(qb):.8f}, continuum = {float(qc):.8f}, sum = {float(qb+qc):.10f}")
print("PASS")
```

Output:

```
Z = 1, l = 0, beta = 2 1/bohr, <f|f> = 0.031250 bohr^3
n=1: E = -0.500000 Eh, weight = 4.000000 bohr^-3, <phi|f> = 0.074074 bohr^3, p = 0.702332
n=2: E = -0.125000 Eh, weight = 0.500000 bohr^-3, <phi|f> = 0.051200 bohr^3, p = 0.041943
n=3: E = -0.055556 Eh, weight = 0.148148 bohr^-3, <phi|f> = 0.048194 bohr^3, p = 0.011011
n=4: E = -0.031250 Eh, weight = 0.062500 bohr^-3, <phi|f> = 0.047207 bohr^3, p = 0.004457
n=5: E = -0.020000 Eh, weight = 0.032000 bohr^-3, <phi|f> = 0.046762 bohr^3, p = 0.002239
bound total = 0.76648074, continuum = 0.23351926, sum = 1.0000000000
<H> bound = -0.357241 Eh, continuum = 0.357241 Eh, |direct| = 0.000000 Eh
<H^2> spectral = 4.000000 Eh^2, direct = 4.000000 Eh^2
mean continuum energy = 1.52982 Eh = 41.628 eV
threshold density = 0.270671 1/Eh, n^3 p_n/Z^2 at n=200 = 0.270676 1/Eh
coth(pi/2) = 1.090331
N=1: eps = 2.222222e-01 Eh, small circle = 1.147036e-01, tail n>N = 6.414878e-02
   cut below eps = 5.055479e-02, 2 eps d0 = 1.202980e-01, bound = 3.3448e-01, max|h| = 3.1421
N=5: eps = 1.652893e-02 Eh, small circle = 8.911286e-03, tail n>N = 4.498295e-03
   cut below eps = 4.412991e-03, 2 eps d0 = 8.947787e-03, bound = 1.6173e-02, max|h| = 3.1416
N=10: eps = 4.535147e-03 Eh, small circle = 2.452288e-03, tail n>N = 1.229381e-03
   cut below eps = 1.222907e-03, 2 eps d0 = 2.455062e-03, bound = 4.2956e-03, max|h| = 3.1416
N=20: eps = 1.189768e-03 Eh, small circle = 6.438790e-04, tail n>N = 3.221628e-04
   cut below eps = 3.217162e-04, 2 eps d0 = 6.440704e-04, bound = 1.1132e-03, max|h| = 3.1416
|h| at nu = 20.01 : 99.967
R=20 Eh, N=10: big = 0.99503044, poles = 0.76481067, cut = 0.22776748
   small = 0.00245229, 1-big = 4.970e-03, bound = 2.000e-01
R=80 Eh, N=10: big = 0.99955448, poles = 0.76522382, cut = 0.23187837
   small = 0.00245229, 1-big = 4.455e-04, bound = 5.000e-02
f(1): bound = 0.12099, continuum = 0.01435, sum = 0.13534, exact = 0.13534 bohr
u=exp(-2r): norm = 0.2500 bohr, p1 = 0.197531
   bound = 0.22665446, continuum = 0.77334554, sum = 1.0000000000
PASS
```
